\section*{Conformer free energies by a shifted sum of exponentials}

\section{What the energy zero already decides}

A flexible precursor molecule in the gas above a growing film exists as several conformers. Let there be $N\ge 2$ of them, with finite molar free energies $G_1,\dots,G_N$ at temperature $T>0$. We want one free energy $F$ for the whole ensemble. All energies are molar, in kJ/mol, so $k$ denotes the gas constant throughout.

Suppose that $F$ depends on the $G_i$ and on $kT$ alone. Two requirements then restrict its form. First, $F$ is an energy, so changing the unit of energy by a factor $\lambda$ must change $F$ by the same factor:
\begin{equation}
F(\lambda G_1,\dots,\lambda G_N;\lambda kT)=\lambda F(G_1,\dots,G_N;kT).
\end{equation}
Second, the zero of energy is arbitrary. Adding a constant $c$ to every $G_i$ must add $c$ to $F$:
\begin{equation}
F(G_1+c,\dots,G_N+c;kT)=F(G_1,\dots,G_N;kT)+c .
\label{eq:cov}
\end{equation}
Let $G_m$ be the lowest of the $G_i$. Taking $c=-G_m$ and then $\lambda=1/kT$ gives
\begin{equation}
F=G_m+kT\,\varphi(x_1,\dots,x_N),\qquad x_i=\frac{G_i-G_m}{kT}\ge 0,
\label{eq:form}
\end{equation}
where $\varphi$ is a dimensionless function. Because the labels of the conformers are arbitrary, we also require $\varphi$ to be unchanged when they are permuted. The absolute energy enters once, by addition, and everything else depends on differences. A sound numerical scheme should have this structure too. The obvious scheme does not.

\section{The function itself}

Statistical mechanics supplies $\varphi$. Divide the configuration space of the molecule into non-overlapping wells, one per conformer. An integral over the whole space is the sum of the integrals over its parts, so the partition function is $Z=\sum_i Z_i$. (In quantum terms, each state is assigned to one well and tunnelling between wells is neglected.) Factors common to all conformers, such as the translational factor at the standard pressure, are included in every $Z_i$. With $G_i=-kT\ln Z_i$, that is $Z_i=e^{-G_i/kT}$,
\begin{equation}
F=-kT\ln Z=-kT\ln\sum_{i=1}^{N}e^{-G_i/kT}.
\label{eq:def}
\end{equation}

Three conditions are contained in this step. The conformers must interconvert fast enough to be in equilibrium. Each well must be counted once, with mirror images counted as separate wells. And $G_i$ must describe the whole well, including its width, not merely the energy at its bottom.

The last condition can be seen in a model torsion,
\begin{equation}
V(\phi)=\tfrac12V_1(1+\cos\phi)+\tfrac12V_3(1+\cos3\phi),
\end{equation}
with $V_1=4$ and $V_3=12$ kJ/mol, at 400 K, where $kT=3.3258$ kJ/mol. Take $Z=(2\pi)^{-1}\int_0^{2\pi}e^{-V/kT}d\phi$ and cut the circle at $0^\circ$, $120^\circ$ and $240^\circ$. The well free energies are 10.269, 7.448 and 10.269 kJ/mol. Equation (\ref{eq:def}) then gives
\begin{equation}
F-G_m=-3.3258\,\ln\!\left(1+2e^{-2.821/3.3258}\right)=-2.057\ \text{kJ/mol},
\end{equation}
so $F=7.448-2.057\approx5.39$ kJ/mol. This agrees with the integral over the full circle, as tested. The well bottoms differ by 2.972 instead of 2.821 kJ/mol, and using them in place of the $G_i$ gives a shift of $-1.989$ kJ/mol. The discrepancy is small here because the three wells have similar widths. If the widths were equal, they would multiply every $Z_i$ by the same factor and cancel from $F-G_m$.

\section{How the direct sum fails}

Equation (\ref{eq:def}) can be programmed as it stands: exponentiate, add, take the logarithm. All-electron calculations of electronic structure, however, return total energies, measured from separated electrons and nuclei. For 2-aminoethanol, the example treated below, the lowest total energy is $-548747$ kJ/mol. At 400 K the exponent is
\begin{equation}
-\frac{G_m}{kT}=\frac{548747}{3.3258}\approx 1.65\times10^{5}.
\end{equation}
The largest exponent that double precision accepts is about 710. The exponential overflows to infinity, and the computed $F$ is $-\infty$.

Energies that are large and positive fail in the opposite way. Put the lowest conformer at $+3000$ kJ/mol. Every exponent is then at or below $-3000/3.3258\approx-902$. The smallest positive double-precision number is about $5\times10^{-324}$, so exponentials with exponents below about $-745$ become zero. The sum is zero, its logarithm diverges, and the computed $F$ is $+\infty$.

Both results violate (\ref{eq:cov}): a change in the zero of energy has turned a finite answer into an infinite one. The fault lies in the order of operations, since the arbitrary constant passes through the exponential before the logarithm can bring it back.

\section{Removing the constant first}

Write $G_i=G_m+(G_i-G_m)$ in (\ref{eq:def}). The factor $e^{-G_m/kT}$ is common to all terms:
\begin{align}
F&=-kT\ln\left[e^{-G_m/kT}\sum_{i=1}^{N}e^{-(G_i-G_m)/kT}\right]\nonumber\\
&=G_m-kT\ln\sum_{i=1}^{N}e^{-(G_i-G_m)/kT}.
\end{align}
The term $i=m$ equals 1. Separating it gives the working formula
\begin{equation}
F=G_m-kT\ln(1+r),\qquad r=\sum_{i\ne m}e^{-(G_i-G_m)/kT}.
\label{eq:work}
\end{equation}
This has the form (\ref{eq:form}), with $\varphi=-\ln(1+r)$. If several conformers share the lowest value, $m$ is any one of them and the others stay in $r$.

Would another reference energy serve as well? Algebraically it would. With reference $G_a$ the exponents are $-(G_i-G_a)/kT$, and these are positive for conformers below $a$. They overflow if some conformer lies more than about $710\,kT$ below $a$, which is roughly 2360 kJ/mol at 400 K. Conformers of a small, intact molecule are not expected to span such a range, but choosing the lowest energy removes the need for that assumption: every exponent is then zero or negative, and no exponential can overflow. The remaining requirement is that the differences divided by $kT$ are themselves representable numbers.

Underflow can still occur, and it is harmless. A term that becomes zero was smaller than about $5\times10^{-324}$, and it was to be added to a sum that already contains 1. The argument of the logarithm is never below 1, so the logarithm cannot diverge.

\section{How far below the lowest conformer?}

Each term of $r$ lies in the interval $(0,1]$, and there are $N-1$ of them. Let $d$ be the number of conformers that share the lowest value. Then $d-1$ terms of $r$ equal 1, and the others are positive, so
\begin{equation}
d-1\le r\le N-1,\qquad r>0 .
\end{equation}
Add 1, take the logarithm, which is an increasing function, and multiply by $kT$:
\begin{equation}
kT\ln d\;\le\;G_m-F\;\le\;kT\ln N,\qquad F<G_m .
\label{eq:bound}
\end{equation}
The upper limit requires every term of $r$ to be 1, which means that all $G_i$ are equal. An entry with integer multiplicity $g_i$ stands for $g_i$ equal entries, so for such a list $N$ is replaced by $\sum_i g_i$, and $d$ by the same sum taken over the entries with the lowest value.

Two limits show what lies between the bounds. Hold the gaps $G_i-G_m$ fixed. As $T\to0$, all terms with a nonzero gap vanish, $1+r\to d$, and the lowering approaches $kT\ln d$. When $kT$ is much larger than every gap, expand the exponentials to first order, with $\bar x=N^{-1}\sum_i x_i$:
\begin{equation}
\ln\sum_i e^{-x_i}\approx\ln\left[N(1-\bar x)\right]\approx\ln N-\bar x .
\end{equation}
Multiplying by $kT$ gives
\begin{equation}
G_m-F\approx kT\ln N-(\bar G-G_m),
\end{equation}
where $\bar G$ is the plain average of the $G_i$. The lowering thus approaches $kT\ln N$ in ratio, but it stays below it by the mean gap.

The same quantity can be read as a balance. The equilibrium population of conformer $i$ is $p_i=Z_i/Z=e^{-(G_i-F)/kT}$. Taking the logarithm gives $F=G_i+kT\ln p_i$ for every $i$. Multiply by $p_i$, sum, and use $\sum_ip_i=1$:
\begin{equation}
F=\sum_ip_iG_i+kT\sum_ip_i\ln p_i .
\end{equation}
Subtracting both sides from $G_m=\sum_ip_iG_m$ yields
\begin{equation}
G_m-F=-kT\sum_ip_i\ln p_i-\sum_ip_i(G_i-G_m).
\label{eq:balance}
\end{equation}
The first term is the gain from mixing entropy. The second is the mean free-energy cost of occupying conformers above the lowest.

\section{Keeping the digits}

Equation (\ref{eq:work}) cures the overflow. Three details of its evaluation protect its accuracy.

\textit{Subtract before dividing.} Consider two positive floating-point numbers with $y\le x\le2y$. Both are integer multiples of the digit spacing at $y$. Their difference is also such a multiple and is no larger than $y$, so it can be stored without rounding. The same holds for two negative numbers. Total energies of conformers are close enough to satisfy this condition, and their differences are therefore free of new rounding error. Rounding already present in the stored energies remains.

\textit{Use a dedicated function for $\ln(1+r)$.} If $r$ is below about $10^{-16}$, the sum $1+r$ is rounded to 1 and its logarithm to 0. For two conformers separated by 150 kJ/mol at 400 K, $r=e^{-45.1}\approx2.6\times10^{-20}$. Forming $1+r$ first gives a shift of zero. The library function usually called \texttt{log1p}, which takes $r$ as its argument, gives $-8.6\times10^{-20}$ kJ/mol. That number has no chemical importance, but the shift keeps a small relative error and its negative sign. This holds until $r$ itself comes close to underflow, which for two conformers at 400 K takes a gap of roughly 2350 kJ/mol.

\textit{Return $G_m$ and $F-G_m$ separately.} Adding a small shift to a large total energy discards its trailing digits. Quantities that depend on the shift alone should use it before that addition.

A conformer search may deliver its energies one at a time. The scheme then needs only two stored numbers, the current lowest value $m$ and the current $r$. Start with $m=G_1$ and $r=0$. A new value $g\ge m$ adds one term:
\begin{equation}
r\leftarrow r+e^{-(g-m)/kT}.
\end{equation}
If $g<m$, the reference must move. The sum over all earlier conformers, relative to the old reference, is $1+r$. Changing the reference from $m$ to $g$ multiplies each term by $e^{-(m-g)/kT}$, because $G_i-g=(G_i-m)+(m-g)$. All earlier conformers now belong to the remainder, so
\begin{equation}
r\leftarrow(1+r)\,e^{-(m-g)/kT},\qquad\text{then}\quad m\leftarrow g .
\end{equation}
Again no exponent is positive. On 200 random ensembles, the batch and one-pass forms agreed with the unshifted sum (\ref{eq:def}), evaluated in 50-digit arithmetic, to a relative error in the shift of at most $7\times10^{-16}$. This is a sample value, not a limit. Rounding of an exponent $x$ gives its term a relative error of order $x\times10^{-16}$, so when all gaps are large the error of the shift is larger, a few times $10^{-14}$ for two conformers 2000 kJ/mol apart.

\section{Errors in the input}

Rounding is a minor concern beside the errors of the $G_i$ themselves. Differentiating (\ref{eq:def}),
\begin{equation}
\frac{\partial F}{\partial G_i}=-kT\,\frac{-(1/kT)\,e^{-G_i/kT}}{\sum_je^{-G_j/kT}}=p_i .
\end{equation}
Since $p_i>0$, $F$ rises with each $G_i$. Suppose that no $G_i$ is wrong by more than $\delta$. The erroneous $F$ then lies between the values obtained by moving all $G_i$ down by $\delta$ and all up by $\delta$. By (\ref{eq:cov}) these are $F-\delta$ and $F+\delta$, so the error of $F$ is at most $\delta$. The lowest value $G_m$ can also move by $\delta$, so the error of $F-G_m$ cannot exceed $2\delta$. The exponent of a population contains $G_i-F$, so a population can change by a factor of up to $e^{2\delta/kT}$. For $\delta=2$ kJ/mol at 400 K this factor is $e^{4/3.3258}\approx3.3$. The partition function $Z=e^{-F/kT}$ changes by a factor of at most $e^{\delta/kT}=e^{2/3.3258}\approx1.8$, a tighter limit than that of the individual populations. The shifted sum $1+r=e^{-(F-G_m)/kT}$ does not share it, and its limit is again $e^{2\delta/kT}$. In the example below, lowering the lowest rotamer by 2 kJ/mol and raising all others by 2 kJ/mol changes $1+r$ from 5.32 to 2.30.

Errors in the list of conformers act differently. If a search stores conformer $j$ twice, $Z$ becomes $Z+Z_j=Z(1+p_j)$, and $F$ is too low by $kT\ln(1+p_j)$. Duplicates must therefore be removed, while genuine mirror images must be kept.

Omissions raise $F$. Suppose that $M$ conformers lying more than $w$ above the lowest are dropped. Let $S_K$ and $S_D$ be the sums of $e^{-(G_i-G_m)/kT}$ over kept and dropped conformers. The error is
\begin{equation}
F_K-F=kT\ln\frac{S_K+S_D}{S_K}\le kT\ln\left(1+Me^{-w/kT}\right),
\label{eq:window}
\end{equation}
because $S_K\ge1$ and each dropped term is below $e^{-w/kT}$. A window that is safe for ten conformers may thus be too narrow for ten thousand.

\section{2-Aminoethanol at 400 K}

2-Aminoethanol carries a hydroxyl and an amino group and can serve as a bifunctional precursor in molecular layer deposition. Its three torsions, H--O--C--C, O--C--C--N and C--C--N--lone pair, were each set to $60^\circ$, $180^\circ$ and $300^\circ$, which gives $3^3=27$ rotamers. Reflection reverses the sign of every torsion. It leaves only $(180^\circ,180^\circ,180^\circ)$ unchanged, so there are $(27-1)/2=13$ mirror pairs and one achiral form.

The energies are RHF/6-31G values at fixed geometry, with round chosen bond lengths and tetrahedral angles. The rotamers are not relaxed and so are not true minima. Electron correlation is left out, as are differences in vibration and rotation between rotamers, and electronic energies stand in for the $G_i$. The numbers illustrate the scheme and do not predict measured populations.

The lowest pair has torsions $(180^\circ,60^\circ,60^\circ)$ and its mirror image. The next two pairs lie 0.25 and 3.5 kJ/mol higher. A gap of 0.25 kJ/mol is too small for this model to settle which pair is lowest. At the same geometries the order reverses with a larger basis. The pair $(60^\circ,300^\circ,60^\circ)$ becomes the lowest by 0.2 kJ/mol at RHF/6-31G* and by 2.4 kJ/mol at MP2/6-31G*, and some of the higher gaps move by up to about 6 kJ/mol. The three pairs contribute
\begin{equation}
2\left(1+e^{-0.253/3.3258}+e^{-3.522/3.3258}\right)=2(1+0.927+0.347)\approx4.55
\end{equation}
to $1+r$, and the other 21 rotamers together add 0.77. Hence $1+r=5.32$, and
\begin{equation}
F-G_m=-3.3258\,\ln5.316=-5.56\ \text{kJ/mol}\quad(-2.1\times10^{-3}\ \text{hartree}).
\end{equation}
The high-precision defining sum gives the same value. The digits belong to this set of energies and are not converged with respect to basis or correlation. Summing the 17 rotamers that are lowest at 6-31G gives $1+r\approx5.8$ and a shift of about $-5.8$ kJ/mol at RHF/6-31G*, and $1+r\approx4.4$ and about $-5.0$ kJ/mol at MP2/6-31G*. The other ten rotamers add only about 0.05 to $1+r$ at 6-31G. The bounds (\ref{eq:bound}) are $kT\ln2=2.31$ and $kT\ln27=10.96$ kJ/mol, and the lowering lies a little more than a third of the way from the lower limit to the upper. In the balance (\ref{eq:balance}), a mixing gain of 7.42 kJ/mol is offset by a mean cost of 1.87 kJ/mol.

With the same energies, $1+r$ is 4.61 at 300 K and 6.09 at 500 K. It grows with temperature because each term with a nonzero gap grows. The lowering rises from 3.81 to 7.51 kJ/mol, since the prefactor $kT$ grows as well.

A window of 10 kJ/mol drops 14 of the 27 rotamers but raises $F$ by only 0.13 kJ/mol. The bound (\ref{eq:window}) is 1.75 kJ/mol. It is loose for two reasons: it replaces $S_K\approx5.1$ by 1, and it places all dropped rotamers at the edge of the window. In 200 trials with random energy errors of up to 2 kJ/mol, the largest change of $F$ was 1.15 kJ/mol, within the limit $\delta$.

\section{What it changes at the surface}

Let the adsorbed precursor have a fixed free energy $G_{\rm ads}$, which includes the reference to the empty site. Its adsorption equilibrium constant is $K=e^{-(G_{\rm ads}-F)/kT}$. If the gas is represented by its lowest conformer alone, the result is $K_0=e^{-(G_{\rm ads}-G_m)/kT}$. Dividing the two and using (\ref{eq:work}),
\begin{equation}
\frac{K}{K_0}=e^{(F-G_m)/kT}=e^{-\ln(1+r)}=\frac{1}{1+r}.
\end{equation}
The conformational freedom of the gas favours desorption. In the example, the single-conformer estimate of $K$ is too large by a factor of 5.3 (about 4.4 to 5.8 at the other levels of theory quoted above), and for any set of $N$ conformers the factor cannot exceed $N$.

This correction assumes that $G_{\rm ads}$ is already complete. If the adsorbate has several conformers and $G_{\rm ads}$ refers to the lowest of them, the same derivation gives it a factor $1+r_{\rm ads}$, and the ratio becomes $(1+r_{\rm ads})/(1+r)$. The two corrections cancel when the molecule keeps all its conformers on the surface, with the same free-energy gaps between them. The full gas-phase factor remains when binding holds it in a single conformer. If that conformer is chiral but the adsorption site has a mirror plane, its mirror image binds equally well at the same site. Then $1+r_{\rm ads}=2$, and the factor of 5.3 in the example becomes 2.7.

\section*{Calculated quantities}
\begin{verbatim}
2-aminoethanol, rigid rotamers, RHF/6-31G
bond lengths (angstrom): CC 1.52, CO 1.43, CN 1.47, CH 1.09, OH 0.96, NH 1.01
all bond angles: 109.47 degrees
rotamers N = 27, symmetry-distinct = 14, lowest shared by d = 2
mirror-image energy difference: 5.7e-14 hartree
lowest total energy: -209.006795 hartree = -548747.26 kJ/mol
temperature: 400 K, kT = 3.3258 kJ/mol
HOCC OCCN CCN-lp (deg) | copies | rel. energy (kJ/mol) | population per copy
 180   60   60 | 2 |   0.000 | 0.18811
  60  300   60 | 2 |   0.253 | 0.17433
 180   60  180 | 2 |   3.522 | 0.06523
 180  180   60 | 2 |   6.640 | 0.02554
  60   60   60 | 2 |   8.732 | 0.01362
 180  180  180 | 1 |   9.831 | 0.00979
  60   60  180 | 2 |   9.877 | 0.00965
  60  180   60 | 2 |  10.704 | 0.00753
  60  180  300 | 2 |  11.398 | 0.00611
  60  180  180 | 2 |  14.525 | 0.00239
  60  300  300 | 2 |  14.846 | 0.00217
  60  300  180 | 2 |  22.060 | 0.00025
  60   60  300 | 2 |  24.759 | 0.00011
 180   60  300 | 2 |  26.037 | 0.00007
largest exponent -G/kT in direct sum: 164997.8
overflow limit of exponent: 709.78
direct sum, total energies: F = -inf kJ/mol
direct sum, energies raised by 3000 kJ/mol: F = inf kJ/mol
r = 4.31617, 1 + r = 5.31617
F - G_m, shifted formula: -5.556565 kJ/mol = -2.1164e-03 hartree
F - G_m, high-precision defining sum: -5.556565 kJ/mol
ensemble free energy F: -548752.82 kJ/mol
lower bound kT ln d = 2.3053 kJ/mol
upper bound kT ln N = 10.9612 kJ/mol
mixing entropy gain: 7.4226 kJ/mol
mean energy cost: 1.8660 kJ/mol
at 300 K: F - G_m = -3.8128 kJ/mol, 1 + r = 4.6116
at 500 K: F - G_m = -7.5079 kJ/mol, 1 + r = 6.0859
energy errors up to 2.0 kJ/mol: largest change of F in 200 trials 1.154 kJ/mol
window 10 kJ/mol: dropped 14, error 0.1262, bound 1.7496 kJ/mol
random ensembles: worst relative error of shift 6.7e-16
two conformers, gap 150 kJ/mol: log(1+r) gives 0.0, log1p gives -8.5958e-20 kJ/mol
model torsion V1 = 4, V3 = 12 kJ/mol: F = 5.39035 kJ/mol
well free energies (kJ/mol): 10.26861, 7.44782, 10.26861
well-bottom energies (kJ/mol): 2.97169, 0.00000, 2.97169
shift from well free energies -2.05747, from well bottoms -1.98871 kJ/mol
\end{verbatim}
